# Vibration-Rotation Constants and Semi-Experimental Equilibrium Structures: test program

```python
"""
Result under test (hbar = 1, B = 1/(2I)), for a nonlinear semirigid molecule:
  B_b(v) = B_b(e) - sum_r alpha_r^b (v_r + 1/2),
  alpha_r^b = -(2 B_b^2/w_r) [ sum_a 3 (a_r^ab)^2/(4 I_a)
              + sum_{s != r} (zeta_rs^b)^2 (3 w_r^2 + w_s^2)/(w_r^2 - w_s^2)
              + (1/2) sum_s Phi_rrs a_s^bb / w_s^2 ],
and hence B_e = B_0 + (1/2) sum_r alpha_r (semi-experimental constants).
w: harmonic frequencies; a_r: derivative of the inertia tensor along the
mass-weighted normal coordinate Q_r; zeta: Coriolis constants; Phi: third
derivatives of the potential; I: equilibrium principal moments.
Independent road: variational J=0 and J=1 levels of a bent XY2 molecule in
Jacobi coordinates (r = Y-Y vector, R = from Y-Y midpoint to X) with the exact
kinetic energy. Atomic units inside; MHz, cm^-1, angstrom in the output.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import roots_hermite, roots_legendre

PC = const.physical_constants
ANG = 1e-10 / PC['Bohr radius'][0]
AMU = const.atomic_mass / const.m_e
EV = const.e / PC['Hartree energy'][0]
MHZ = PC['hartree-hertz relationship'][0] / 1e6
CM = PC['hartree-inverse meter relationship'][0] / 100

# offsets and weights of fourth-order central differences
D1 = list(zip((-2, -1, 1, 2), np.array([1, -8, 8, -1]) / 12))
D2 = list(zip((-2, -1, 0, 1, 2), np.array([-1, 16, -30, 16, -1]) / 12))


def make_surface(bond, angle, depth, morse, bend):
    """Input in angstrom, degree, eV, 1/angstrom, eV/rad^2."""
    return (bond * ANG, np.radians(angle), depth * EV, morse / ANG, bend * EV)


def valence_potential(b1, b2, phi, surface):
    bond, angle, depth, morse, bend = surface
    stretch = ((1 - np.exp(-morse * (b1 - bond)))**2
               + (1 - np.exp(-morse * (b2 - bond)))**2)
    return depth * stretch + 0.5 * bend * (phi - angle)**2


def jacobi_potential(r, R, x, surface):
    b1 = np.sqrt(r**2 / 4 + R**2 - r * R * x)
    b2 = np.sqrt(r**2 / 4 + R**2 + r * R * x)
    cosine = (b1**2 + b2**2 - r**2) / (2 * b1 * b2)
    return valence_potential(b1, b2, np.arccos(np.clip(cosine, -1, 1)), surface)


def cartesian_potential(X, surface):
    """Rows of X: Y, X, Y."""
    u, v = X[0] - X[1], X[2] - X[1]
    b1, b2 = np.sqrt(u @ u), np.sqrt(v @ v)
    return valence_potential(b1, b2, np.arccos(u @ v / (b1 * b2)), surface)


def jacobi_lengths(surface):
    bond, angle = surface[:2]
    return 2 * bond * np.sin(angle / 2), bond * np.cos(angle / 2)


def jacobi_masses(m, M):
    return m / 2, 2 * m * M / (2 * m + M)


def inertia(X, masses):
    return np.einsum('i,ij,ij->', masses, X, X) * np.eye(3) - (X.T * masses) @ X


def perturbation_theory(surface, m, M):
    """Frequencies, B_e, the three parts of alpha[part, mode, axis], and data."""
    r, R = jacobi_lengths(surface)
    total = 2 * m + M
    y_end, y_mid = -M * R / total, 2 * m * R / total
    X0 = np.array([[-r / 2, y_end, 0], [0, y_mid, 0], [r / 2, y_end, 0]])
    masses = np.array([m, M, m])
    step = 0.01
    unit = np.eye(9).reshape(9, 3, 3) * step
    hess = np.zeros((9, 9))
    for i in range(9):
        for j in range(i + 1):
            hess[i, j] = hess[j, i] = sum(
                ci * cj * cartesian_potential(X0 + ni * unit[i] + nj * unit[j],
                                              surface)
                for ni, ci in D1 for nj, cj in D1) / step**2
    root = np.sqrt(np.repeat(masses, 3))
    val, vec = np.linalg.eigh(hess / np.outer(root, root))
    order = [-2, -3, -1]            # mode 1 sym. stretch, 2 bend, 3 antisym.
    w = np.sqrt(val[order])
    L = vec[:, order].reshape(3, 3, 3)          # atom, axis, mode

    def geometry(Q):
        return X0 + (L @ Q) / np.sqrt(masses)[:, None]

    E = np.eye(3)
    delta = 10.0
    a = np.array([(inertia(geometry(delta * E[k]), masses)
                   - inertia(geometry(-delta * E[k]), masses)) / (2 * delta)
                  for k in range(3)])
    zeta = np.zeros((3, 3, 3))                  # axis, mode, mode
    for k in range(3):
        for s in range(3):
            zeta[:, k, s] = np.cross(L[:, :, k], L[:, :, s]).sum(axis=0)
    h = 0.05 / np.sqrt(w)
    phi = np.zeros((3, 3))                      # phi[k, s] = Phi_kks
    for k in range(3):
        for s in range(3):
            phi[k, s] = sum(
                ck * cs * cartesian_potential(
                    geometry(nk * h[k] * E[k] + ns * h[s] * E[s]), surface)
                for nk, ck in D2 for ns, cs in D1) / (h[k]**2 * h[s])
    I0 = inertia(X0, masses)
    I = np.diag(I0)
    B = 1 / (2 * I)
    parts = np.zeros((3, 3, 3))
    for k in range(3):
        for b in range(3):
            pre = -2 * B[b]**2 / w[k]
            parts[0, k, b] = pre * np.sum(3 * a[k, :, b]**2 / (4 * I))
            parts[1, k, b] = pre * sum(
                zeta[b, k, s]**2 * (3 * w[k]**2 + w[s]**2) / (w[k]**2 - w[s]**2)
                for s in range(3) if s != k)
            parts[2, k, b] = pre * 0.5 * np.sum(phi[k] * a[:, b, b] / w**2)
    data = dict(a=a, zeta=zeta, I0=I0, geometry=geometry, masses=masses)
    return w, B, parts, data


LMAX = 170
XL, WL = roots_legendre(220)
ELL = np.arange(LMAX + 1)
LEG = np.polynomial.legendre.legvander(XL, LMAX)
ANGULAR = [LEG * np.sqrt((2 * ELL + 1) / 2) * np.sqrt(WL)[:, None],
           np.zeros_like(LEG)]
ANGULAR[1][:, 1:] = (ELL[1:] * (LEG[:, :-1] - XL[:, None] * LEG[:, 1:])
                     / np.sqrt(1 - XL**2)[:, None]
                     * np.sqrt((2 * ELL[1:] + 1) / (2 * ELL[1:] * (ELL[1:] + 1)))
                     * np.sqrt(WL)[:, None])


def variational_constants(surface, m, M, w, quanta, n_ang):
    """A, B, C (columns) of the ground state and of v_1, v_2, v_3 = 1 (rows).
    w is used only to recognise the fundamentals among the levels."""
    re, Re = jacobi_lengths(surface)
    mu = np.array(jacobi_masses(m, M))
    step = 0.01
    H2 = np.zeros((2, 2))
    U2 = np.eye(2) * step
    for i in range(2):
        for j in range(2):
            H2[i, j] = sum(
                ci * cj * jacobi_potential(re + ni * U2[i, 0] + nj * U2[j, 0],
                                           Re + ni * U2[i, 1] + nj * U2[j, 1],
                                           0.0, surface)
                for ni, ci in D1 for nj, cj in D1) / step**2
    val, U = np.linalg.eigh(H2 / np.sqrt(np.outer(mu, mu)))
    om = np.sqrt(val)
    # oscillator basis in two orthogonal mixtures of the scaled r and R
    xh, wh = roots_hermite(22)
    T = [np.pi**-0.25 * np.sqrt(wh)]
    T.append(np.sqrt(2) * xh * T[0])
    for n in range(1, quanta):
        T.append(np.sqrt(2 / (n + 1)) * xh * T[n] - np.sqrt(n / (n + 1)) * T[n - 1])
    pairs = [(i, j) for i in range(quanta + 1) for j in range(quanta + 1 - i)]
    G = np.array([np.outer(T[i], T[j]).ravel() for i, j in pairs]).T
    ho = np.array([om[0] * (i + 0.5) + om[1] * (j + 0.5) for i, j in pairs])
    q = np.array([g.ravel() for g in np.meshgrid(xh, xh, indexing='ij')])
    s = U @ (q / np.sqrt(om)[:, None])
    r, R = re + s[0] / np.sqrt(mu[0]), Re + s[1] / np.sqrt(mu[1])
    assert r.min() > 0 and R.min() > 0
    V = jacobi_potential(r[:, None], R[:, None], XL[None, :], surface)
    minus_ho = -0.5 * (om[0] * q[0]**2 + om[1] * q[1]**2)
    cr = (1 / (2 * mu[0] * r**2))[:, None, None]
    cR = (1 / (2 * mu[1] * R**2))[:, None, None]
    V_ref = jacobi_potential(re, Re, XL, surface)
    b_ref = 1 / (2 * mu[0] * re**2) + 1 / (2 * mu[1] * Re**2)
    l2 = ELL * (ELL + 1.0)

    def sector(K, parity):
        """Contracted angular functions with given K and parity of l."""
        use = ELL[(ELL % 2 == parity) & (ELL >= K)]
        F = ANGULAR[K][:, use]
        h = np.diag(b_ref * l2[use]) + F.T @ (V_ref[:, None] * F)
        c = eigh(h, subset_by_index=[0, n_ang - 1])[1]
        full = np.zeros((LMAX + 1, n_ang))
        full[use] = c
        f = F @ c
        products = (f[:, :, None] * f[:, None, :]).reshape(len(XL), -1)
        pot = (V @ products).reshape(-1, n_ang, n_ang)
        return full, full.T @ (l2[:, None] * full), pot

    def solve(op):
        n, nb = op.shape[1], len(pairs)
        H = np.zeros((n, nb, n, nb))
        for i in range(n):
            for j in range(n):
                f = op[:, i, j] + (minus_ho if i == j else 0)
                H[i, :, j, :] = G.T @ (f[:, None] * G)
            H[i, :, i, :] += np.diag(ho)
        H = H.reshape(n * nb, n * nb)
        return eigh((H + H.T) / 2, eigvals_only=True, subset_by_index=[0, 7])

    J0, J1_plus, J1_minus = [], [], []
    for parity in (0, 1):
        c0, L0, V0 = sector(0, parity)
        c1, L1, V1 = sector(1, parity)
        J0.append(solve(V0 + (cr + cR) * L0))
        J1_plus.append(solve(V1 + (cr + cR) * L1))
        op = np.zeros((len(r), 2 * n_ang, 2 * n_ang))
        op[:, :n_ang, :n_ang] = V0 + cR * L0 + cr * (L0 + 2 * np.eye(n_ang))
        op[:, n_ang:, n_ang:] = V1 + (cr + cR) * L1
        mix = -2 * cr * (c0.T @ (np.sqrt(l2)[:, None] * c1))
        op[:, :n_ang, n_ang:] = mix
        op[:, n_ang:, :n_ang] = mix.transpose(0, 2, 1)
        J1_minus.append(solve(op))

    def nearest(levels, target):
        return levels[np.argmin(abs(levels - target))]

    Ia, Ib = mu[1] * Re**2, mu[0] * re**2
    A, B, C = 1 / (2 * Ia), 1 / (2 * Ib), 1 / (2 * (Ia + Ib))
    E0 = J0[0][0]
    rows, vib = [], []
    for sym, guess in ((0, 0.0), (0, w[0]), (0, w[1]), (1, w[2])):
        Ev = nearest(J0[sym], E0 + guess)
        AB = nearest(J1_plus[1 - sym], Ev + A + B) - Ev
        BC = nearest(J1_minus[sym], Ev + B + C) - Ev
        AC = nearest(J1_minus[1 - sym], Ev + A + C) - Ev
        rows.append([(AB + AC - BC) / 2, (AB + BC - AC) / 2, (AC + BC - AB) / 2])
        vib.append(Ev - E0)
    return np.array(rows), np.array(vib[1:]), om


# ---- symbolic: the Coriolis pole cancels in the sum over a pair of modes
x, y = sp.symbols('x y', positive=True)
pair = ((3 * x**2 + y**2) / (x * (x**2 - y**2))
        + (3 * y**2 + x**2) / (y * (y**2 - x**2)))
assert sp.simplify(pair + (x - y)**2 / (x * y * (x + y))) == 0

# ---- Coriolis shift from the exact frequencies of two coupled oscillators
wr, ws, kap = 1.3, 1.0, 1e-3
motion = np.array([[0, kap, 1, 0], [-kap, 0, 0, 1],
                   [-wr**2, 0, 0, kap], [0, -ws**2, -kap, 0]])
freq = np.sort(np.linalg.eigvals(motion).imag)[-2:]
for got, p, o in ((freq[1], wr, ws), (freq[0], ws, wr)):
    want = kap**2 * (3 * p**2 + o**2) / (2 * p * (p**2 - o**2))
    assert abs((got - p) / want - 1) < 1e-3

# ---- mean displacement caused by cubic terms, from diagonalization
nb = 14
low = np.diag(np.sqrt(np.arange(1, nb)), 1)
one = np.eye(nb)
wr, ws, f_rrs, f_sss = 1.0, 1.5, 0.02, 0.03
Qr = np.kron((low + low.T) / np.sqrt(2 * wr), one)
Qs = np.kron(one, (low + low.T) / np.sqrt(2 * ws))
num = np.arange(nb) + 0.5
H = (np.diag(np.add.outer(wr * num, ws * num).ravel())
     + f_rrs * Qr @ Qr @ Qs / 2 + f_sss * Qs @ Qs @ Qs / 6)
vecs = np.linalg.eigh(H)[1]
for vr, vs in ((0, 0), (1, 0), (0, 1)):
    state = vecs[:, np.argmax(abs(vecs[vr * nb + vs]))]
    want = -(f_rrs * (vr + 0.5) / wr + f_sss * (vs + 0.5) / ws) / (2 * ws**2)
    assert abs((state @ Qs @ state) / want - 1) < 0.01

# ---- model molecule
m_u, M_u = 15.0, 30.0
m, M = m_u * AMU, M_u * AMU
true_in = (1.40, 115.0, 5.0, 2.3, 7.0)
comp_in = (1.41, 114.0, 5.1, 2.3, 7.2)
true, comp = make_surface(*true_in), make_surface(*comp_in)
w, Be, parts, data = perturbation_theory(true, m, M)
alpha = parts.sum(axis=0)

# inverse effective inertia tensor: definition against closed form and 3/4 term
I0, a, zeta = data['I0'], data['a'], data['zeta']


def mu_definition(Q):
    z = np.einsum('bkm,k->bm', zeta, Q)
    return np.linalg.inv(inertia(data['geometry'](Q), data['masses']) - z @ z.T)


Qtest = np.array([12.0, -20.0, 9.0])
half = np.linalg.inv(I0 + 0.5 * np.einsum('kab,k->ab', a, Qtest))
mu_test = mu_definition(Qtest)
assert np.allclose(mu_test, half @ I0 @ half, rtol=0, atol=1e-6 * mu_test.max())
Iinv = np.linalg.inv(I0)
for k in range(3):
    dQ = np.eye(3)[k]
    second = (mu_definition(dQ) + mu_definition(-dQ) - 2 * Iinv) / 2
    want = 0.75 * Iinv @ a[k] @ Iinv @ a[k] @ Iinv
    assert np.allclose(second, want, rtol=0, atol=1e-3 * abs(want).max())

# ---- variational constants, convergence, comparison mode by mode
rot, vib, om_sym = variational_constants(true, m, M, w, 12, 6)
rot_big = variational_constants(true, m, M, w, 14, 7)[0]
change = abs(rot_big - rot).max() * MHZ
assert change < 0.3
assert np.allclose(om_sym, [w[1], w[0]], rtol=1e-5)
alpha_var = rot_big[0] - rot_big[1:]


def mode_error(pt, var):
    return (pt - var) / abs(pt).max(axis=0)


err1 = mode_error(alpha, alpha_var)
assert abs(err1).max() < 0.15
ground1 = np.linalg.norm((rot_big[0] - Be + alpha.sum(axis=0) / 2) / Be)

# four times heavier atoms: remainder must fall faster than the correction
w4, Be4, parts4, _ = perturbation_theory(true, 4 * m, 4 * M)
alpha4 = parts4.sum(axis=0)
rot4 = variational_constants(true, 4 * m, 4 * M, w4, 12, 6)[0]
err4 = mode_error(alpha4, rot4[0] - rot4[1:])
ground4 = np.linalg.norm((rot4[0] - Be4 + alpha4.sum(axis=0) / 2) / Be4)
mode_ratio = np.linalg.norm(err4) / np.linalg.norm(err1)
ground_ratio = ground4 / ground1
assert mode_ratio < 0.7
assert 0.15 < ground_ratio < 0.35

# ---- semi-experimental structure: B0 from "true", alpha from "comp"
wc, Bc, parts_c, _ = perturbation_theory(comp, m, M)
half_sum = parts_c.sum(axis=(0, 1)) / 2
half_no_cubic = parts_c[:2].sum(axis=(0, 1)) / 2
B0 = rot_big[0]
B_se = B0 + half_sum


def structure(B):
    """Bond length and angle (a0, rad) from the constants A and B."""
    mu_r, mu_R = jacobi_masses(m, M)
    R, r = np.sqrt(1 / (2 * B[0] * mu_R)), np.sqrt(1 / (2 * B[1] * mu_r))
    return np.array([np.hypot(r / 2, R), 2 * np.arctan2(r / 2, R)])


def distance(s):
    return np.hypot(s[0] / true[0] - 1, s[1] - true[1])


def defect(B):
    I = 1 / (2 * B)
    return (I[2] - I[0] - I[1]) / (AMU * ANG**2)


s_true, s_comp, s_zero = structure(Be), structure(Bc), structure(B0)
s_part, s_se = structure(B0 + half_no_cubic), structure(B_se)
assert distance(s_true) < 1e-10
assert distance(s_se) < distance(s_zero) / 3
assert distance(s_se) < distance(s_comp) / 3
assert distance(s_se) < distance(s_part)
assert abs(defect(B_se)) < abs(defect(B0)) / 4

# ---- output
print(f"masses: end atoms {m_u:.1f} u, central atom {M_u:.1f} u")
for name, p in (("true", true_in), ("computed", comp_in)):
    print(f"{name} surface: bond {p[0]:.3f} angstrom, angle {p[1]:.1f} deg, "
          f"Morse depth {p[2]:.2f} eV,")
    print(f"   Morse exponent {p[3]:.2f} 1/angstrom, bend constant {p[4]:.2f} eV/rad^2")
print("modes: 1 symmetric stretch, 2 bend, 3 antisymmetric stretch")
for name, f in (("harmonic, true", w), ("harmonic, computed", wc),
                ("variational fundamentals, true", vib)):
    print(f"{name} (cm^-1): " + "  ".join(f"{v * CM:.2f}" for v in f))
print(f"Coriolis constants about c: |zeta_13| = {abs(zeta[2, 0, 2]):.4f}, "
      f"|zeta_23| = {abs(zeta[2, 1, 2]):.4f}")
print("alpha on true surface (MHz): harmonic, Coriolis, cubic, total | variational")
for k in range(3):
    for b in range(3):
        p = parts[:, k, b] * MHZ
        print(f"  mode {k + 1} axis {'ABC'[b]}: {p[0]:9.2f} {p[1]:9.2f} {p[2]:9.2f} "
              f"{p.sum():9.2f} | {alpha_var[k, b] * MHZ:9.2f}")
print("rotational constants A, B, C (MHz):")
for name, v in (("B_e true", Be), ("B_0 variational (as measured)", B0),
                ("B_e true - half sum alpha true", Be - alpha.sum(axis=0) / 2),
                ("half sum alpha, true", alpha.sum(axis=0) / 2),
                ("half sum alpha, computed", half_sum),
                ("same without cubic part", half_no_cubic),
                ("semi-experimental B_e", B_se), ("B_e computed surface", Bc)):
    print(f"  {name}: " + "  ".join(f"{c * MHZ:.2f}" for c in v))
print("structures from A and B: bond (angstrom), angle (deg)")
for name, s in (("true equilibrium", s_true), ("computed minimum", s_comp),
                ("r_0 (uncorrected)", s_zero), ("corrected without cubic", s_part),
                ("semi-experimental", s_se)):
    print(f"  {name}: {s[0] / ANG:.5f}  {np.degrees(s[1]):.4f}")
print(f"inertial defect from B_0: {defect(B0):.5f} u angstrom^2")
print(f"inertial defect, semi-experimental: {defect(B_se):.5f} u angstrom^2")
print(f"largest basis-set change of a variational constant: {change:.1e} MHz")
print(f"largest alpha error / largest alpha of that axis: {abs(err1).max():.4f}")
print(f"masses x4: alpha relative error multiplied by {mode_ratio:.3f} (order: 1/2)")
print(f"masses x4: B_0 relative remainder multiplied by {ground_ratio:.3f} (order: 1/4)")
print("OK")
```

Running it gives:

```
masses: end atoms 15.0 u, central atom 30.0 u
true surface: bond 1.400 angstrom, angle 115.0 deg, Morse depth 5.00 eV,
   Morse exponent 2.30 1/angstrom, bend constant 7.00 eV/rad^2
computed surface: bond 1.410 angstrom, angle 114.0 deg, Morse depth 5.10 eV,
   Morse exponent 2.30 1/angstrom, bend constant 7.20 eV/rad^2
modes: 1 symmetric stretch, 2 bend, 3 antisymmetric stretch
harmonic, true (cm^-1): 1122.68  443.91  1281.08
harmonic, computed (cm^-1): 1137.28  445.66  1290.82
variational fundamentals, true (cm^-1): 1106.16  442.40  1260.45
Coriolis constants about c: |zeta_13| = 0.3624, |zeta_23| = 0.9320
alpha on true surface (MHz): harmonic, Coriolis, cubic, total | variational
  mode 1 axis A:   -321.49     -0.00     94.98   -226.51 |   -221.51
  mode 1 axis B:    -12.79      0.00     98.36     85.57 |     84.63
  mode 1 axis C:    -15.63     11.21     70.68     66.26 |     66.10
  mode 2 axis A:   -785.43      0.00     29.67   -755.75 |   -773.28
  mode 2 axis B:    -33.48      0.00    -25.25    -58.73 |    -58.75
  mode 2 axis C:     -5.97     20.36    -16.60     -2.22 |     -1.98
  mode 3 axis A:    -93.44     -0.00    680.25    586.81 |    586.97
  mode 3 axis B:    -18.96     -0.00     68.75     49.79 |     50.39
  mode 3 axis C:     -0.00    -27.39     66.87     39.48 |     40.56
rotational constants A, B, C (MHz):
  B_e true: 59543.84  12083.19  10044.80
  B_0 variational (as measured): 59744.91  12044.74  9992.74
  B_e true - half sum alpha true: 59741.57  12044.87  9993.04
  half sum alpha, true: -197.73  38.32  51.76
  half sum alpha, computed: -166.69  37.16  50.45
  same without cubic part: -546.35  -32.31  -8.45
  semi-experimental B_e: 59578.22  12081.91  10043.19
  B_e computed surface: 57130.78  12046.89  9948.99
structures from A and B: bond (angstrom), angle (deg)
  true equilibrium: 1.40000  115.0000
  computed minimum: 1.41000  114.0000
  r_0 (uncorrected): 1.40091  115.1701
  corrected without cubic: 1.40411  115.0015
  semi-experimental: 1.39994  115.0177
inertial defect from B_0: 0.15720 u angstrom^2
inertial defect, semi-experimental: 0.00852 u angstrom^2
largest basis-set change of a variational constant: 2.3e-05 MHz
largest alpha error / largest alpha of that axis: 0.0232
masses x4: alpha relative error multiplied by 0.496 (order: 1/2)
masses x4: B_0 relative remainder multiplied by 0.248 (order: 1/4)
OK
```
